# Trap growth from reversible bond breaking and neutral hydrogen diffusion

**Q:** A transistor with an amorphous oxide channel is held under bias, perhaps also under light, and traps appear at an interface. You attribute them to broken bonds between hydrogen and atoms at the interface. If each bond breaks at a constant rate, why should the trap density not simply grow in proportion to time?

**A:** At first it does. The later growth depends on where the hydrogen goes, because a broken bond can capture hydrogen and heal. I take a plane interface at $x=0$ with $N_0$ hydrogen-terminated bonds per area. Let $N(t)$ be the density of broken bonds, which are the traps, and $H(x,t)$ the concentration of atomic hydrogen in the oxide at $x>0$. Then

$$\frac{dN}{dt}=k_f(N_0-N)-k_rN\,H(0,t).$$

The stress is constant, so $k_f$ and $k_r$ are constants. This is a mean-field rate law: every trap sees the same hydrogen concentration. An atom may also fall straight back into the bond it has just left. I count a bond as broken only when its atom has escaped from the immediate neighbourhood, and $k_f$ is the rate of that combined event.

The hydrogen is neutral, so the field exerts no drift force on it:

$$\frac{\partial H}{\partial t}=D\frac{\partial^2H}{\partial x^2},\qquad -D\left.\frac{\partial H}{\partial x}\right|_{0}=\frac{dN}{dt}.$$

The second equation says that each net broken bond sends one atom into the oxide. Initially $N=0$ and $H=0$, and for now the oxide is infinitely thick. Integrating the diffusion equation over $x$ gives $\frac{d}{dt}\int_0^\infty H\,dx=-D\,\partial_xH|_0=dN/dt$, hence $N=\int_0^\infty H\,dx$.

**Q:** You have two coupled unknowns. Can the diffusion problem be removed without guessing a profile?

**A:** Yes, because it is linear. Denote Laplace transforms by hats, with variable $s$. Since $H$ starts at zero, $s\hat H=D\,\partial_x^2\hat H$. The solution that stays finite is

$$\hat H(x,s)=\hat H(0,s)\,e^{-x\sqrt{s/D}}.$$

Its outward flux at the interface is $\sqrt{sD}\,\hat H(0,s)$. This must equal the transform of $dN/dt$, which is $s\hat N$ because $N(0)=0$. Therefore

$$\hat H(0,s)=\frac{1}{\sqrt D}\,\frac{1}{\sqrt s}\,\bigl(s\hat N\bigr).$$

The inverse transform of $s^{-1/2}$ is $(\pi t)^{-1/2}$, and a product of transforms becomes a convolution:

$$H(0,t)=\frac{1}{\sqrt{\pi D}}\int_0^t\frac{N'(t')}{\sqrt{t-t'}}\,dt'.$$

The surface concentration remembers all earlier releases, with a weight that fades as the atoms spread.

**Q:** When does that memory begin to matter?

**A:** Let $F=k_fN_0$ be the initial breaking rate per area. At the start there is nothing to recapture, so $N=Ft$. Putting $N'=F$ into the integral gives $H(0,t)=2F\sqrt{t/(\pi D)}$. The recapture rate divided by the breaking rate is then

$$\frac{k_rNH(0,t)}{F}=\frac{2}{\sqrt\pi}\,\frac{k_rF\,t^{3/2}}{\sqrt D}
=\frac{2}{\sqrt\pi}\left(\frac{t}{t_s}\right)^{3/2},\qquad
t_s=\frac{D^{1/3}}{(Fk_r)^{2/3}}.$$

Linear growth holds for $t\ll t_s$, provided that $N\ll N_0$ as well. Around $t_s$ the two rates become comparable.

**Q:** After that you will say that breaking and recapture are in equilibrium. But if they balance, $dN/dt=0$ and no traps are generated.

**A:** They balance nearly, not perfectly. While $N\ll N_0$, the rate equation reads $dN/dt=F-k_rNH(0,t)$. Quasi-equilibrium means that the difference is small compared with either term. I may then drop $dN/dt$ from this equation:

$$N(t)\,H(0,t)=\frac{F}{k_r}.$$

I must not drop it from the diffusion boundary condition, where it is the whole source of hydrogen. Diffusion carries atoms away and lowers $H(0,t)$. The interface answers by breaking slightly more bonds than it heals, so the product stays fixed.

**Q:** Which growth law follows?

**A:** I try $N=At^p$ with $p>0$. Then $N'(t')=pA\,t'^{\,p-1}$, and the substitution $t'=tu$ gives

$$H(0,t)=\frac{pA\,t^{p-1/2}}{\sqrt{\pi D}}\int_0^1u^{p-1}(1-u)^{-1/2}du.$$

The integral is the beta function $\Gamma(p)\Gamma(\tfrac12)/\Gamma(p+\tfrac12)$. With $\Gamma(\tfrac12)=\sqrt\pi$ and $p\,\Gamma(p)=\Gamma(p+1)$,

$$H(0,t)=\frac{A}{\sqrt D}\,\frac{\Gamma(p+1)}{\Gamma(p+\frac12)}\,t^{p-1/2}.$$

The product $NH(0,t)$ varies as $t^{2p-1/2}$. It must be constant, so $p=\tfrac14$. Equating the coefficients,

$$\frac{A^2}{\sqrt D}\,\frac{\Gamma(5/4)}{\Gamma(3/4)}=\frac{F}{k_r},$$

and therefore

$$N(t)=a\sqrt{\frac{F}{k_r}}\,(Dt)^{1/4},\qquad
a=\sqrt{\frac{\Gamma(3/4)}{\Gamma(5/4)}}=1.163.$$

In physical terms, the hydrogen occupies a depth of order $\sqrt{Dt}$, so $N\sim H(0,t)\sqrt{Dt}$. Quasi-equilibrium makes $H(0,t)$ proportional to $1/N$. Hence $N^2\propto\sqrt{Dt}$.

**Q:** That argument already gives the exponent. Was the integral worth the trouble?

**A:** It was for the prefactor. Suppose the profile is a triangle that reaches zero at $\sqrt{Dt}$. Then $N=\tfrac12H(0,t)\sqrt{Dt}$, so $N^2=\tfrac12(F/k_r)\sqrt{Dt}$ and the prefactor is $1/\sqrt2=0.707$, which is 39% below 1.163.

The true mean depth also follows without a drawn profile. Multiply the diffusion equation by $x$ and integrate by parts:

$$\frac{d}{dt}\int_0^\infty xH\,dx=-D\int_0^\infty\frac{\partial H}{\partial x}dx=D\,H(0,t)=\frac{DF}{k_rA}\,t^{-1/4}.$$

Integrate over time, using the quarter law throughout, and divide by $N=At^{1/4}$:

$$\langle x\rangle=\frac{4}{3}\,\frac{DF}{k_rA^2}\,t^{1/2}=\frac{4}{3a^2}\sqrt{Dt}=0.986\sqrt{Dt}.$$

The last step uses $A^2=a^2(F/k_r)\sqrt D$.

**Q:** You found a power law because you looked for one. The real solution starts linearly. Why should it end on yours?

**A:** The substitution shows that only this power is consistent. It does not show that the solution approaches it. For that I rely on a finite-volume solution of the full rate and diffusion equations, started from $N=H=0$ with an unlimited supply of bonds and without the quasi-equilibrium condition. At $t=10^6t_s$ its exponent is 0.2500, its prefactor 1.1628 and its mean depth $0.986\sqrt{Dt}$. This is numerical evidence for approach from the physical starting state, not a proof for every starting state.

**Q:** Real stress tests do not last a million $t_s$. How large is the rate you dropped?

**A:** The law provides its own estimate. Its growth rate divided by the breaking rate is

$$\frac{N'}{F}=\frac{A}{4F}\,t^{-3/4}=\frac a4\left(\frac{t}{t_s}\right)^{-3/4},$$

because $A/F=aD^{1/4}/(Fk_r)^{1/2}=a\,t_s^{3/4}$. At $t=100\,t_s$ this gives 0.0092, and the full solution gives 0.0094. The same condition can be written with

$$k_rN\sqrt{\frac tD}=a\left(\frac{t}{t_s}\right)^{3/4}\gg1.$$

Since $H(0,t)\sim N/\sqrt{Dt}$, the left side is roughly the number of times a trap would be healed during the stress.

**Q:** The supply of bonds is finite too. What does that do?

**A:** It bends the curve downward. Keeping $N_0-N$ in the balance gives $NH(0,t)=(F/k_r)(1-N/N_0)$. Write $N=At^{1/4}+Bt^{1/2}$, where the second term is the first correction. By the power rule above with $p=\tfrac12$, it adds the constant $B\,\Gamma(\tfrac32)/\sqrt D=B\sqrt\pi/(2\sqrt D)$ to $H(0,t)$. The leading concentration is $(F/k_rA)\,t^{-1/4}$. The first-order terms, all proportional to $t^{1/4}$, give

$$B\,\frac{F}{k_rA}+A\,\frac{B\sqrt\pi}{2\sqrt D}=-\frac{F}{k_r}\,\frac{A}{N_0}.$$

Multiply by $k_rA/F$ and use $A^2k_r/(F\sqrt D)=a^2$:

$$B\left(1+\frac{a^2\sqrt\pi}{2}\right)=-\frac{A^2}{N_0}.$$

Dividing $Bt^{1/2}$ by $At^{1/4}$ gives the relative change

$$\frac{\delta N}{N}=-\frac{1}{1+a^2\sqrt\pi/2}\,\frac{N}{N_0}=-0.455\,\frac{N}{N_0}.$$

The full solution at weak depletion gives the coefficient 0.454. The loss is less than $N/N_0$ because fewer traps also mean less released hydrogen, and so weaker recapture.

A uniform background $H_b$ of mobile hydrogen acts in the same way. The balance becomes $N[H(0,t)+H_b]=F/k_r$, where $H$ is now the released excess. The term $-NH_b$ replaces $-(F/k_r)N/N_0$, so $N/N_0$ in the result is replaced by $k_rNH_b/F=H_b/H(0,t)$.

**Q:** An oxide layer also has another side. Does the exponent survive once the hydrogen arrives there?

**A:** No. For a layer of thickness $L$, there are two simple cases once $t\gg L^2/D$ and quasi-equilibrium has been reached.

If the far surface blocks hydrogen, the concentration becomes uniform and $N=LH(0,t)$. Quasi-equilibrium then gives $N=\sqrt{FL/k_r}$, so growth stops.

If the far surface absorbs hydrogen, the profile becomes a straight line falling to zero at $L$, and

$$\frac{dN}{dt}=\frac{D\,H(0,t)}{L}=\frac{DF}{k_rL\,N}.$$

Multiplying by $N$ and integrating gives $N=\sqrt{2DFt/(k_rL)}$ at late times, with exponent $\tfrac12$. Numerical solutions with $L=30\sqrt{Dt_s}$ give an exponent of 0.000 for the blocking surface at $10^5t_s$ and 0.500 for the absorbing one at $10^7t_s$.

**Q:** In an amorphous oxide, hydrogen falls into traps of varying depth. Is a constant $D$ credible?

**A:** It is an assumption. One simple description of dispersive transport lets $D$ fall with time as $t^{-\gamma}$, with $0<\gamma<1$. Define $\theta=\int_0^tD(t')\,dt'$. Dividing the diffusion equation and its boundary condition by $D(t)$ gives

$$\frac{\partial H}{\partial\theta}=\frac{\partial^2H}{\partial x^2},\qquad-\left.\frac{\partial H}{\partial x}\right|_0=\frac{dN}{d\theta}.$$

The quasi-equilibrium condition contains no time derivative. With $k_f$ and $k_r$ held fixed, the earlier derivation therefore applies with $\theta$ in place of $Dt$, and $N\propto\theta^{1/4}\propto t^{(1-\gamma)/4}$. For $\gamma=0.2$ the predicted exponent is 0.20, which the numerical solution reproduces at late times.

The fixed $k_r$ matters here. If hydrogen held in oxide traps cannot heal a bond, $k_r$ falls in proportion to $D$. With $k_f$ still fixed, $N^2\propto\theta^{1/2}/k_r$ gives $N\propto t^{(1+\gamma)/4}$, an exponent of 0.30 for the same $\gamma$. Diffusion-limited recapture also makes $k_r$ proportional to $D$, but slower diffusion may then hinder escape and so lower $k_f$ as well. If both fall in proportion to $D$, $F/k_r$ is constant and the exponent remains 0.20. Dispersive transport can therefore lower the exponent or raise it, depending on how escape and recapture work.

**Q:** My strongest objection is chemical. Two hydrogen atoms that meet can form a molecule. Why may you ignore that?

**A:** In general I may not. Let pairing remove atoms at the rate $k_pH^2$ per volume, and let the molecules never return. An atom near the interface is lost with a probability of order $k_pH(0,t)\,t\sim k_pN\sqrt{t/D}$ while this is small. The quarter law needs both

$$k_rN\sqrt{\frac tD}\gg1\qquad\text{and}\qquad k_pN\sqrt{\frac tD}\ll1.$$

Both can hold only if $k_p\ll k_r$. Even then the window closes, because the second quantity grows as $t^{3/4}$.

**Q:** Is $k_p\ll k_r$ at least the natural case?

**A:** Not if both reactions occur at first contact. Treat a trap as an absorbing hemisphere of radius $R$ on a reflecting plane. The steady concentration around it is $H(1-R/r)$, where $H$ is the value far from the trap. The inward flux density at $r=R$ is $DH/R$, and the area is $2\pi R^2$, so

$$k_r=2\pi DR.$$

For two mobile atoms the relative diffusivity is $2D$ and the target is a full sphere. Each atom therefore disappears at the rate $4\pi(2D)RH$, which gives $k_p=8\pi DR$. With equal radii, $k_p=4k_r$. The quarter law needs something that hinders pairing, such as a reaction barrier, while recapture stays efficient.

**Q:** What replaces the law when pairing is not hindered?

**A:** At late times the profile near the interface becomes quasi-steady, $D\,H''=k_pH^2$, with primes for $x$ derivatives. Multiply by $H'$ and integrate inward from large $x$, where $H$ and $H'$ vanish:

$$\frac D2H'^2=\frac{k_p}{3}H^3,\qquad -DH'(0)=\sqrt{\frac{2Dk_p}{3}}\;H(0)^{3/2}.$$

Put $H(0)=F/(k_rN)$ and set the flux equal to $dN/dt$:

$$\frac{dN}{dt}=\sqrt{\frac{2Dk_p}{3}}\left(\frac F{k_r}\right)^{3/2}N^{-3/2}.$$

Since $N^{3/2}dN=\tfrac25\,d(N^{5/2})$, integration gives $N\propto t^{2/5}$. For $k_p=4k_r$ the full solution has exponent 0.400 at $10^6t_s$. Irreversible pairing speeds up trap growth because it removes the atoms that would heal the traps. The $t^{2/5}$ law depends on the molecules never returning. If they dissociate, or crack at a trap and heal it, the law ends, and with cracking the exponent can fall below $\tfrac14$.

**Q:** Then show me numbers for a device in which your law has a chance.

**A:** Take an amorphous oxide semiconductor film, 40 nm thick, on 1000 nm of silicon oxide. I choose round model parameters: $D=10\ \mathrm{nm^2/s}=10^{-13}\ \mathrm{cm^2/s}$, $N_0=5\times10^{13}\ \mathrm{cm^{-2}}$, $k_f=1.5\times10^{-5}\ \mathrm{s^{-1}}$ and $R=0.5$ nm. Recapture is diffusion-limited, and pairing is switched off at first. Then

$$F=(1.5\times10^{-5})(5\times10^{13})=7.5\times10^{8}\ \mathrm{cm^{-2}\,s^{-1}},$$

$$k_r=2\pi(10)(0.5)=31.4\ \mathrm{nm^3/s}=3.14\times10^{-20}\ \mathrm{cm^3/s},$$

and $t_s=565$ s. After $10^4$ s, $F/k_r=2.39\times10^{28}\ \mathrm{cm^{-5}}$ and $Dt=10^{-9}\ \mathrm{cm^2}$, so the quarter law gives

$$N=1.163\,(1.545\times10^{14})(5.62\times10^{-3})=1.01\times10^{12}\ \mathrm{cm^{-2}}.$$

The full half-space solution, without depletion or the other corrections, gives $9.7\times10^{11}\ \mathrm{cm^{-2}}$. The law is 4% above it. If each trap held one elementary charge, the sheet charge would be $0.16\ \mathrm{\mu C/cm^2}$. With a relative permittivity of 3.9, that corresponds to a field of about 0.45 MV/cm in silica, or about 45 V across 1000 nm. Such a charge would alter the bias conditions at the interface, so a constant $k_f$ is then an idealisation.

**Q:** Agreement at one time is not agreement of the growth law. What about the exponent?

**A:** It is less settled than the density. In the full solution the local exponent is 0.95 at $10^2$ s, 0.51 at $10^3$ s and 0.28 at $10^4$ s. At $10^2$ s the quarter law overestimates $N$ more than fourfold. A straight line fitted through the whole stress would mix two regimes, and its slope would not be the exponent of either.

At $10^4$ s, $k_rN\sqrt{t/D}=9.7$ and the net rate is 3.6% of the breaking rate. Quasi-equilibrium arrives late even though every contact leads to recapture, because the atoms must first diffuse to a small target. At the same $k_f$, a barrier to recapture would delay it further. A barrier also lets more of the freed atoms escape. Let $u=k_r/(2\pi DR)\le1$ and let an atom be released at distance $r_0$ from the trap. It escapes with probability $1-uR/r_0$. If bonds still open at the same intrinsic rate, as under light, then $Fk_r\propto u(1-uR/r_0)$. This peaks at $u=r_0/(2R)$, so a barrier can shorten $t_s$ only if $r_0<2R$. If breaking is thermal and crosses the same barrier, detailed balance makes $k_f$ fall together with $k_r$, and the delay only grows. With $k_r=2\pi DR$ the condition becomes $2\pi RN\sqrt{Dt}\gg1$, and $R$ is small.

**Q:** And the effects you left out of that run?

**A:** I add them one at a time, with everything else fixed. The changes are relative to $N$ in the full half-space solution at $10^4$ s.

- Bond depletion changes $N$ by −0.9%. The first-order formula gives the same, since $N/N_0=0.019$.
- A mobile background of $10^{15}\ \mathrm{cm^{-3}}$ changes it by −1.8%. The released hydrogen has $H(0,t)=2.4\times10^{16}\ \mathrm{cm^{-3}}$, so the formula gives −1.9%.
- Storage in the semiconductor film, at the concentration found at the interface, adds 3.4%. The extra room dilutes the hydrogen and weakens recapture.
- The far surface, blocking or absorbing, changes $N$ by less than 0.01%. The diffusion length $\sqrt{Dt}$ is 316 nm, about a third of the oxide thickness.
- Weak pairing with $k_p=0.01k_r$ adds 1.4% and raises the exponent from 0.28 to 0.29.
- Unhindered pairing with $k_p=4k_r$ adds 101% and raises the exponent to 0.50.

**Q:** The last exponent is 0.50, but you derived 0.40. It looks like your absorbing surface.

**A:** That run has no far surface. With depletion neglected, the scaled equations contain one parameter, $k_p/k_r$, so this is the same curve that reaches 0.40 at $10^6t_s$. At $10^4$ s it has reached only $18\,t_s$ and is still passing from linear growth to its late law. An exponent near one half, taken alone, does not identify a mechanism.

**Q:** How much of this would you carry over to a real transistor?

**A:** The scaling, with its conditions, but not the density as a prediction. The parameters are rough choices. In particular, $D$ stands for motion slowed by trapping; free interstitial hydrogen in silica is far more mobile, and the effective value depends strongly on temperature and on the oxide. The example also relies on a thick oxide. At 200 nm instead of 1000 nm and the same $D$, $L^2/D=4000$ s is only about seven $t_s$, which leaves little room for the quarter law. The example relies equally on the small $D$. With $k_r=2\pi DR$ and $F$ fixed, $t_s\propto D^{-1/3}$, so $(L^2/D)/t_s\propto D^{-2/3}$. At 1000 nm this ratio drops from about 180 to about 8 if $D$ is a hundred times larger. Hydrogen can also act as a donor in the semiconductor film and become charged there, so the 3.4% for neutral storage is not a bound. In the oxide, hydrogen may travel as a proton; the bias field then moves it, and the quarter law, which assumes pure diffusion, need not hold. Charge trapping and oxygen-related defects, which may also shift a real device, are absent from the model. Among the effects sized here, unhindered pairing matters most: it doubles $N$ if the molecules never return their hydrogen, and it adds less if they can heal traps.

**Q:** And illumination?

**A:** In this model, light that helps to break bonds enters through $k_f$. With $k_r$, $D$ and $N_0$ unchanged, a fourfold $k_f$ gives four times as many traps at a given early time but only twice as many in the quarter-law regime, because there $N\propto\sqrt{k_f}$. It also shortens $t_s$ by the factor $4^{2/3}=2.5$, so quasi-equilibrium comes sooner. The remaining values are in the numerical output.

## Numbers as computed

```
SCALED TESTS
prefactor a, formula: 1.16274
prefactor, full solution: 1.16276
prefactor, triangular profile: 0.70711
late exponent, full solution: 0.25001
mean depth/sqrt(Dt), formula: 0.9862
mean depth/sqrt(Dt), full: 0.9862
net/breaking rate at 100 t_s, formula: 0.00919
net/breaking rate at 100 t_s, full: 0.00938
depletion coefficient, formula: 0.4549
depletion coefficient, full: 0.4543
blocked layer, late exponent: 0.00000
absorbing surface, late exponent: 0.5001
dispersion 0.2, late exponent: 0.2000
pairing kp=4kr, late exponent: 0.4002
EXAMPLE INPUTS
D: 10.0 nm^2/s
N0: 5.00e+13 cm^-2
kf: 1.50e-05 s^-1
capture radius: 0.50 nm
semiconductor film: 40 nm; oxide: 1000 nm
EXAMPLE RESULTS
F: 7.500e+08 cm^-2 s^-1
kr: 3.142e-20 cm^3/s
t_s: 564.8 s
t=1e+02 s: law 3.195e+11 cm^-2
  full 7.260e+10 cm^-2, exponent 0.953
t=1e+03 s: law 5.681e+11 cm^-2
  full 4.290e+11 cm^-2, exponent 0.508
t=1e+04 s: law 1.010e+12 cm^-2
  full 9.725e+11 cm^-2, exponent 0.281
law/full at end: 1.0388
sqrt(Dt) at end: 316.2 nm
mean hydrogen depth, full: 302.4 nm
surface H, full: 2.365e+16 cm^-3
net/breaking rate at end: 0.0364
kr N sqrt(t/D) at end: 9.66
charge if one e per trap: 0.1558 uC/cm^2
CHANGE OF N AT END BY NEGLECTED EFFECTS
bond depletion: -0.88 %, exp. 0.278
storage in semiconductor film: +3.41 %, exp. 0.262
background H 1e15 cm^-3: -1.84 %, exp. 0.276
blocking far surface: -0.00 %, exp. 0.281
absorbing far surface: -0.00 %, exp. 0.281
pairing kp=0.01kr: +1.44 %, exp. 0.293
unhindered pairing kp=4kr: +101.01 %, exp. 0.502
```
